# The Action of σ·r̂ on Spinor Spherical Harmonics: a numerical check

```python
"""Result under test: (sigma.rhat) Omega(kappa,m) = -Omega(-kappa,m).
Omega(kappa,m) = sum_s <l,m-s;1/2,s|j,m> Y(l,m-s) chi_s, orbital first,
Condon-Shortley phases; j = |kappa|-1/2; l = kappa if kappa > 0, else -kappa-1.
K = -(1 + sigma.L) has eigenvalue kappa. sigma: Pauli matrices, rhat: unit
vector with polar angle theta and azimuth phi. In the code m2 = 2m, s2 = 2s.
All quantities are dimensionless except angles, which are in radians."""
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy.special import lpmv
from sympy.physics.wigner import clebsch_gordan

KMAX = 5
KAPPAS = [k for k in range(-KMAX, KMAX + 1) if k != 0]


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def m2_values(kappa):
    top = 2 * abs(kappa) - 1
    return range(-top, top + 1, 2)


def ylm(l, m, theta, phi):
    if abs(m) > l:
        return np.zeros_like(theta + phi) + 0j
    if m < 0:
        return (-1) ** (-m) * np.conj(ylm(l, -m, theta, phi))
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, np.cos(theta)) * np.exp(1j * m * phi)


@lru_cache(maxsize=None)
def coupling(kappa, m2, s2, spin_first=False):
    l, ml = orbital_l(kappa), (m2 - s2) // 2
    if abs(ml) > l:
        return 0.0
    half, j = sp.Rational(1, 2), sp.Rational(2 * abs(kappa) - 1, 2)
    s, m = sp.Rational(s2, 2), sp.Rational(m2, 2)
    if spin_first:
        return float(clebsch_gordan(half, l, j, s, ml, m))
    return float(clebsch_gordan(l, half, j, ml, s, m))


def omega(kappa, m2, theta, phi, spin_first=False):
    l = orbital_l(kappa)
    return np.array([coupling(kappa, m2, s2, spin_first)
                     * ylm(l, (m2 - s2) // 2, theta, phi) for s2 in (1, -1)])


def sigma_r(spinor, theta, phi):
    c, s = np.cos(theta), np.sin(theta)
    up, down = spinor
    return np.array([c * up + s * np.exp(-1j * phi) * down,
                     s * np.exp(1j * phi) * up - c * down])


# Closed square-root coefficients against Clebsch-Gordan coefficients
for kappa in KAPPAS:
    a = orbital_l(kappa) + 0.5
    for m2 in m2_values(kappa):
        m = m2 / 2
        plus, minus = sqrt((a + m) / (2 * a)), sqrt((a - m) / (2 * a))
        closed = (plus, minus) if kappa < 0 else (-minus, plus)
        found = (coupling(kappa, m2, 1), coupling(kappa, m2, -1))
        assert np.allclose(closed, found, atol=1e-13)

# Rotational invariance and unit square, on arbitrary spinor functions
x, y, z = sp.symbols("x y z", real=True)
coords = (x, y, z)
radius = sp.sqrt(x**2 + y**2 + z**2)
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
s_rhat = (x * pauli[0] + y * pauli[1] + z * pauli[2]) / radius
psi = sp.Matrix([sp.Function("f")(x, y, z), sp.Function("g")(x, y, z)])


def orbital_L(i, spinor):
    p, q = coords[(i + 1) % 3], coords[(i + 2) % 3]
    return -sp.I * (p * spinor.diff(q) - q * spinor.diff(p))


def total_J(i, spinor):
    return orbital_L(i, spinor) + pauli[i] * spinor / 2


def vanishes(matrix):
    return all(sp.simplify(sp.expand(e)) == 0 for e in matrix)


for i in range(3):
    assert vanishes(total_J(i, s_rhat * psi) - s_rhat * total_J(i, psi))
    assert not vanishes(orbital_L(i, s_rhat * psi) - s_rhat * orbital_L(i, psi))
assert vanishes(s_rhat * s_rhat - sp.eye(2))

# Differential operators by finite differences; parity; pointwise identity
rng = np.random.default_rng(7)
th = rng.uniform(0.4, 2.7, 12)
ph = rng.uniform(0.0, 2 * pi, 12)


def derivative(f, t, h=1e-3):
    return (8 * (f(t + h) - f(t - h)) - f(t + 2 * h) + f(t - 2 * h)) / (12 * h)


err_K = err_ladder = err_parity = err_identity = 0.0
for kappa in KAPPAS:
    l, j = orbital_l(kappa), abs(kappa) - 0.5
    for m2 in m2_values(kappa):
        m = m2 / 2
        om = omega(kappa, m2, th, ph)
        d_th = derivative(lambda t: omega(kappa, m2, t, ph), th)
        d_ph = derivative(lambda p: omega(kappa, m2, th, p), ph)
        cot = 1 / np.tan(th)
        Lz = -1j * d_ph
        Lp = np.exp(1j * ph) * (d_th + 1j * cot * d_ph)
        Lm = np.exp(-1j * ph) * (-d_th + 1j * cot * d_ph)
        K_om = -(om + np.array([Lz[0] + Lm[1], Lp[0] - Lz[1]]))
        err_K = max(err_K, np.abs(K_om - kappa * om).max())
        raised = np.array([Lp[0] + om[1], Lp[1]])
        target = np.zeros_like(om)
        if m < j:
            target = sqrt((j - m) * (j + m + 1)) * omega(kappa, m2 + 2, th, ph)
        err_ladder = max(err_ladder, np.abs(raised - target).max())
        inverted = omega(kappa, m2, pi - th, ph + pi)
        err_parity = max(err_parity, np.abs(inverted - (-1)**l * om).max())
        image = sigma_r(om, th, ph)
        image_inv = sigma_r(inverted, pi - th, ph + pi)
        err_parity = max(err_parity,
                         np.abs(image_inv - (-1)**(l + 1) * image).max())
        err_identity = max(err_identity,
                           np.abs(image + omega(-kappa, m2, th, ph)).max())
# Fourth-order differences with step 1e-3 leave errors far below 1e-7
assert err_K < 1e-7 and err_ladder < 1e-7
assert err_parity < 1e-12 and err_identity < 1e-12

# Values on the positive z axis
zero = np.array(0.0)
for kappa in KAPPAS:
    size = sqrt(abs(kappa) / (4 * pi))
    for m2 in m2_values(kappa):
        expected = {1: [-np.sign(kappa) * size, 0], -1: [0, size]}.get(m2, [0, 0])
        assert np.allclose(omega(kappa, m2, zero, zero), expected, atol=1e-13)

# Full matrix of sigma.rhat by quadrature, exact for these polynomials
nodes, weights = np.polynomial.legendre.leggauss(12)
n_phi = 24
TH, PH = [g.ravel() for g in np.meshgrid(
    np.arccos(nodes), 2 * pi * np.arange(n_phi) / n_phi, indexing="ij")]
W = np.repeat(weights, n_phi) * 2 * pi / n_phi
states = [(k, m2) for k in KAPPAS for m2 in m2_values(k)]
basis = np.array([omega(k, m2, TH, PH) for k, m2 in states])
images = np.array([sigma_r(b, TH, PH) for b in basis])
gram = np.einsum("asn,bsn,n->ab", basis.conj(), basis, W)
matrix = np.einsum("asn,bsn,n->ab", basis.conj(), images, W)
predicted = np.array([[-1.0 if (k1 == -k2 and m1 == m2) else 0.0
                       for k2, m2 in states] for k1, m1 in states])
err_gram = np.abs(gram - np.eye(len(states))).max()
err_matrix = np.abs(matrix - predicted).max()
assert err_gram < 1e-12 and err_matrix < 1e-12


# The factor c in three phase conventions
def factor_c(kappa, m2, spin_first=False, i_to_l=False):
    ket = omega(kappa, m2, TH, PH, spin_first)
    bra = omega(-kappa, m2, TH, PH, spin_first)
    if i_to_l:
        ket = 1j ** orbital_l(kappa) * ket
        bra = 1j ** orbital_l(-kappa) * bra
    return np.sum(bra.conj() * sigma_r(ket, TH, PH) * W)


for kappa in KAPPAS:
    for m2 in m2_values(kappa):
        assert abs(factor_c(kappa, m2) + 1) < 1e-12
        assert abs(factor_c(kappa, m2, spin_first=True) - 1) < 1e-12
        assert abs(factor_c(kappa, m2, i_to_l=True)
                   + 1j * np.sign(kappa)) < 1e-12


def show(value):
    value = complex(value)
    re, im = round(value.real, 6) + 0.0, round(value.imag, 6) + 0.0
    return f"{re:+.6f} {im:+.6f}i"


t0, p0 = np.array(1.0), np.array(0.5)
print("All values dimensionless unless a unit is shown")
print(f"theta = {float(t0):.1f} rad, phi = {float(p0):.1f} rad")
print("sigma.rhat matrix, entries:")
columns = [sigma_r(np.array(e, dtype=complex), t0, p0) for e in ([1, 0], [0, 1])]
for row, name in enumerate(("up", "down")):
    print(f"  {name},up: {show(columns[0][row])}"
          f"   {name},down: {show(columns[1][row])}")
for kappa in (-2, 2):
    l = orbital_l(kappa)
    print(f"kappa={kappa:+d}, l={l}, m=1/2: coefficients up "
          f"{coupling(kappa, 1, 1):+.6f}, down {coupling(kappa, 1, -1):+.6f}")
    for ml in (0, 1):
        print(f"  Y({l},{ml}) = {show(ylm(l, ml, t0, p0))}")
for m2 in (1, 3):
    first, second = omega(-2, m2, t0, p0), omega(2, m2, t0, p0)
    rows = (("Omega(-2,m)", first), ("sigma.rhat Omega(-2,m)",
            sigma_r(first, t0, p0)), ("Omega(+2,m)", second))
    print(f"Spinors for m={m2}/2 (up ; down):")
    for label, spinor in rows:
        print(f"  {label}: {show(spinor[0])} ; {show(spinor[1])}")
    print(f"  densities: kappa=-2 {np.sum(abs(first)**2):.6f}, "
          f"kappa=+2 {np.sum(abs(second)**2):.6f} per sr")
print("z-axis: up part for m=1/2 ; down part for m=-1/2")
for kappa in (-3, -2, -1, 1, 2, 3):
    up = omega(kappa, 1, zero, zero)[0].real
    down = omega(kappa, -1, zero, zero)[1].real
    print(f"  kappa={kappa:+d}: {up:+.6f} ; {down:+.6f}")
print("Factor c for m=1/2:")
for kappa in (-2, 2):
    print(f"  kappa={kappa:+d}, orbital first: {show(factor_c(kappa, 1))}")
    print(f"  kappa={kappa:+d}, spin first: {show(factor_c(kappa, 1, True))}")
    print(f"  kappa={kappa:+d}, i^l Y: {show(factor_c(kappa, 1, False, True))}")
print(f"Tested |kappa| up to {KMAX}, number of spinors {len(states)}")
print(f"Largest pointwise error of identity: {err_identity:.1e}")
print(f"Largest error of quadrature matrix: {err_matrix:.1e}")
print(f"Largest finite-difference error, K: {err_K:.1e}, J+: {err_ladder:.1e}")
print("PASS")
```

It prints:

```
All values dimensionless unless a unit is shown
theta = 1.0 rad, phi = 0.5 rad
sigma.rhat matrix, entries:
  up,up: +0.540302 +0.000000i   up,down: +0.738460 -0.403423i
  down,up: +0.738460 +0.403423i   down,down: -0.540302 +0.000000i
kappa=-2, l=1, m=1/2: coefficients up +0.816497, down +0.577350
  Y(1,0) = +0.263993 +0.000000i
  Y(1,1) = -0.255134 -0.139380i
kappa=+2, l=2, m=1/2: coefficients up -0.632456, down +0.774597
  Y(2,0) = -0.039178 +0.000000i
  Y(2,1) = -0.308240 -0.168393i
Spinors for m=1/2 (up ; down):
  Omega(-2,m): +0.215549 +0.000000i ; -0.147302 -0.080471i
  sigma.rhat Omega(-2,m): -0.024778 +0.000000i ; +0.238762 +0.130436i
  Omega(+2,m): +0.024778 +0.000000i ; -0.238762 -0.130436i
  densities: kappa=-2 0.074635, kappa=+2 0.074635 per sr
Spinors for m=3/2 (up ; down):
  Omega(-2,m): -0.255134 -0.139380i ; +0.000000 +0.000000i
  sigma.rhat Omega(-2,m): -0.137849 -0.075307i ; -0.132177 -0.205853i
  Omega(+2,m): +0.137849 +0.075307i ; +0.132177 +0.205853i
  densities: kappa=-2 0.084520, kappa=+2 0.084520 per sr
z-axis: up part for m=1/2 ; down part for m=-1/2
  kappa=-3: +0.488603 ; +0.488603
  kappa=-2: +0.398942 ; +0.398942
  kappa=-1: +0.282095 ; +0.282095
  kappa=+1: -0.282095 ; +0.282095
  kappa=+2: -0.398942 ; +0.398942
  kappa=+3: -0.488603 ; +0.488603
Factor c for m=1/2:
  kappa=-2, orbital first: -1.000000 +0.000000i
  kappa=-2, spin first: +1.000000 +0.000000i
  kappa=-2, i^l Y: +0.000000 +1.000000i
  kappa=+2, orbital first: -1.000000 +0.000000i
  kappa=+2, spin first: +1.000000 +0.000000i
  kappa=+2, i^l Y: +0.000000 -1.000000i
Tested |kappa| up to 5, number of spinors 60
Largest pointwise error of identity: 3.6e-16
Largest error of quadrature matrix: 8.9e-15
Largest finite-difference error, K: 4.9e-11, J+: 3.2e-11
PASS
```
